**Exciton size from a diamagnetic shift: numerical test**

For a planar exciton with zero angular momentum and zero pseudomomentum, the weak-field shift is $\sigma B^2$ with $\sigma=\langle r^2\rangle/(8\mu)$ in atomic units. Here $B$ is the normal magnetic field, $\mu$ the reduced mass and $r$ the in-plane electron-hole separation. The inputs $\sigma=3.2\times10^{-7}$ eV/T² and $\mu=0.16$ give an rms separation of 15.26 Å, or 1.53 nm. The program asserts that the two-body Hamiltonian reduces to the relative one, by applying both to a non-symmetric trial function at random points. It also diagonalizes the relative motion on a grid, with the field entering through hopping phases, and asserts that the size inferred from the shift agrees with the size of the zero-field state within 1%. The output shows 15.34 and 15.36 Å for a Coulomb exciton, and 15.02 and 15.04 Å for a Rytova–Keldysh exciton. Their binding energies, 0.152 and 0.318 eV, differ by a factor of about two although their sizes are close. At 60 T the Coulomb shift is 1.5% below the quadratic law extended from 10 T.

## Check in Python

```python
"""Result under test: for a planar s-type exciton in a weak normal field B,
E(B) = E(0) + sigma*B^2 with sigma = <r^2>/(8 mu), so r_rms = sqrt(8 mu sigma).
Atomic units inside the program. mu: reduced mass; r: electron-hole separation;
sigma: diamagnetic coefficient; kappa: dielectric constant of the surroundings.
The grid Hamiltonian contains the field only as hopping phases, with separate
electron and hole masses; no r^2 term is put in by hand.
"""
import numpy as np
import sympy as sp
from scipy import constants as const
from scipy import sparse
from scipy.integrate import quad
from scipy.sparse.linalg import eigsh
from scipy.special import struve, y0

HARTREE_EV = const.physical_constants["Hartree energy in eV"][0]
BOHR_A = const.physical_constants["Bohr radius"][0] * 1e10
FIELD_T = const.physical_constants["atomic unit of mag. flux density"][0]


def rms_from_shift(sigma_ev, mass):
    """Separation in angstrom from sigma in eV/T^2 and reduced mass."""
    sigma_au = sigma_ev * FIELD_T**2 / HARTREE_EV
    return np.sqrt(8 * mass * sigma_au) * BOHR_A


# Two-body Hamiltonian acting on a phase times a function of the separation
def check_separation():
    xe, ye, xh, yh, x, y = sp.symbols("xe ye xh yh x y", real=True)
    me, mh, field = sp.Rational(6, 25), sp.Rational(12, 25), sp.Rational(7, 10)
    mu = me * mh / (me + mh)
    phi = (1 + x / 2 + x * y / 3) * sp.exp(-(x**2 + 2 * y**2) / 4)
    relative = {x: xe - xh, y: ye - yh}
    cx = (me * xe + mh * xh) / (me + mh)
    cy = (me * ye + mh * yh) / (me + mh)
    phase = sp.exp(sp.I * field / 2 * ((xe - xh) * cy - (ye - yh) * cx))
    psi = phase * phi.subs(relative)

    def kinetic(f, u, v, sign, mass):
        def px(g):
            return -sp.I * sp.diff(g, u) - sign * field * v / 2 * g

        def py(g):
            return -sp.I * sp.diff(g, v) + sign * field * u / 2 * g
        return (px(px(f)) + py(py(f))) / (2 * mass)

    two_body = kinetic(psi, xe, ye, 1, me) + kinetic(psi, xh, yh, -1, mh)
    lz_phi = -sp.I * (x * sp.diff(phi, y) - y * sp.diff(phi, x))
    reduced = (-(sp.diff(phi, x, 2) + sp.diff(phi, y, 2)) / (2 * mu)
               + field / 2 * (1 / me - 1 / mh) * lz_phi
               + field**2 * (x**2 + y**2) / (8 * mu) * phi)
    one_body = phase * reduced.subs(relative)
    left = sp.lambdify((xe, ye, xh, yh), two_body, "numpy")
    right = sp.lambdify((xe, ye, xh, yh), one_body, "numpy")
    rng = np.random.default_rng(4)
    worst = 0.0
    for point in rng.uniform(-1, 1, (12, 4)):
        a, b = complex(left(*point)), complex(right(*point))
        worst = max(worst, abs(a - b) / (1 + abs(b)))
    assert worst < 1e-10
    return worst


separation_error = check_separation()

# Main result from the given data, and the same in SI units
sigma_given = 0.32e-6
mu = 0.16
r_rms = rms_from_shift(sigma_given, mu)
r_si = np.sqrt(8 * mu * const.m_e * sigma_given * const.e) / const.e * 1e10
assert abs(r_rms / r_si - 1) < 1e-6
assert abs(r_rms - 15.0) < 0.5
r_low = rms_from_shift(0.315e-6, 0.155)
r_high = rms_from_shift(0.325e-6, 0.165)

# Exponential shape: ratio of <r^2> to a^2 by quadrature
top = quad(lambda s: s**3 * np.exp(-2 * s), 0, np.inf)[0]
bottom = quad(lambda s: s * np.exp(-2 * s), 0, np.inf)[0]
shape_ratio = top / bottom
assert abs(shape_ratio - 1.5) < 1e-8
a_exp = r_rms / np.sqrt(1.5)
kappa_coulomb = 2 * mu * a_exp / BOHR_A

# Cartesian grid for the relative motion; the origin lies between grid points
n_side = 120
half_width = 90.0
h = 2 * half_width / n_side / BOHR_A
axis = (np.arange(n_side) - (n_side - 1) / 2) * h
X, Y = np.meshgrid(axis, axis, indexing="ij")
R2 = (X**2 + Y**2).ravel()


def coulomb_cell_average(kappa):
    """Average of -1/(kappa r) over each grid cell, from the exact integral."""
    def primitive(u, v):
        u, v = np.maximum(u, 1e-12), np.maximum(v, 1e-12)
        r = np.hypot(u, v)
        return u * np.log(v + r) + v * np.log(u + r)
    u, v, d = np.abs(X), np.abs(Y), h / 2
    integral = (primitive(u + d, v + d) - primitive(u - d, v + d)
                - primitive(u + d, v - d) + primitive(u - d, v - d))
    return -integral.ravel() / (kappa * h**2)


def keldysh(kappa, length):
    z = kappa * np.sqrt(R2) / length
    return -np.pi / (2 * length) * (struve(0, z) - y0(z))


def ground_state(potential, tesla, me, mh):
    """Lowest energy (hartree) and rms separation (angstrom)."""
    field = tesla / FIELD_T
    step = sparse.eye(n_side, k=1)
    total = sparse.diags(potential.astype(complex))
    for sign, mass in ((1, me), (-1, mh)):
        phase_x = sparse.diags(np.exp(-0.5j * sign * field * axis * h))
        phase_y = sparse.diags(np.exp(0.5j * sign * field * axis * h))
        hop = sparse.kron(step, phase_x) + sparse.kron(phase_y, step)
        lattice = 4 * sparse.eye(n_side**2) - hop - hop.conj().T
        total = total + lattice / (2 * mass * h**2)
    start = np.exp(-np.sqrt(R2) * BOHR_A / 12).astype(complex)
    energy, vector = eigsh(total.tocsc(), k=1, sigma=-0.6 / HARTREE_EV,
                           which="LM", v0=start)
    density = np.abs(vector[:, 0])**2
    size = np.sqrt(np.sum(density * R2) / np.sum(density)) * BOHR_A
    return float(energy[0]), float(size)


me, mh = 0.24, 0.48
assert abs(me * mh / (me + mh) - mu) < 1e-12
b_weak, b_strong = 10.0, 60.0

# Coulomb exciton built to have the inferred size
v_c = coulomb_cell_average(kappa_coulomb)
e_c0, size_c = ground_state(v_c, 0.0, me, mh)
e_c1, _ = ground_state(v_c, b_weak, me, mh)
e_c2, _ = ground_state(v_c, b_strong, me, mh)
e_eq, _ = ground_state(v_c, b_weak, 0.32, 0.32)
sigma_c = (e_c1 - e_c0) * HARTREE_EV / b_weak**2
sigma_eq = (e_eq - e_c0) * HARTREE_EV / b_weak**2
shift_strong = (e_c2 - e_c0) * HARTREE_EV
quadratic_strong = sigma_c * b_strong**2
size_c_shift = rms_from_shift(sigma_c, mu)
binding_formula = 2 * mu / kappa_coulomb**2 * HARTREE_EV
# Grid spacing is about an eighth of a_exp: errors of a few percent at the cusp
assert abs(-e_c0 * HARTREE_EV / binding_formula - 1) < 0.05
assert abs(size_c / r_rms - 1) < 0.03
assert abs(sigma_c / sigma_given - 1) < 0.05
# Size from shift against size from eigenvector: cusp error mostly cancels
assert abs(size_c_shift / size_c - 1) < 0.01
assert abs(sigma_eq / sigma_c - 1) < 0.005
assert 0.90 < shift_strong / quadratic_strong < 1.0

# Screened planar interaction with round parameters
kappa_k, length_k = 2.0, 40.0
v_k = keldysh(kappa_k, length_k / BOHR_A)
e_k0, size_k = ground_state(v_k, 0.0, me, mh)
e_k1, _ = ground_state(v_k, b_weak, me, mh)
sigma_k = (e_k1 - e_k0) * HARTREE_EV / b_weak**2
size_k_shift = rms_from_shift(sigma_k, mu)
assert abs(size_k_shift / size_k - 1) < 0.01

print("INPUT AND MAIN RESULT")
print(f"diamagnetic coefficient: {sigma_given:.2e} eV/T^2")
print(f"reduced mass: {mu:.2f} electron masses")
print(f"one hartree: {HARTREE_EV:.4f} eV")
print(f"one bohr: {BOHR_A:.6f} angstrom")
print(f"atomic unit of field: {FIELD_T:.5e} T")
sigma_au = sigma_given * FIELD_T**2 / HARTREE_EV
print(f"sigma in atomic units: {sigma_au:.2f}")
print(f"mean square separation: {8 * mu * sigma_au:.1f} bohr^2")
print(f"rms separation: {r_rms:.2f} angstrom")
print(f"rms separation, converted: {r_rms / 10:.2f} nm")
print(f"rms from SI formula: {r_si:.2f} angstrom")
print(f"rms, lower rounding limit: {r_low:.2f} angstrom")
print(f"rms, upper rounding limit: {r_high:.2f} angstrom")
print(f"two-body separation, worst residual: {separation_error:.1e}")
print("GRID")
print(f"points per side: {n_side}")
print(f"half width: {half_width:.0f} angstrom")
print(f"spacing: {h * BOHR_A:.2f} angstrom")
print(f"electron, hole mass: {me:.2f}, {mh:.2f} electron masses")
print(f"weak field: {b_weak:.0f} T")
print("COULOMB EXCITON OF THE INFERRED SIZE")
print(f"<r^2>/a^2 for exp(-r/a): {shape_ratio:.4f}")
print(f"decay length a: {a_exp:.2f} angstrom")
print(f"dielectric constant: {kappa_coulomb:.3f}")
print(f"binding energy, formula: {binding_formula:.4f} eV")
print(f"binding energy, grid: {-e_c0 * HARTREE_EV:.4f} eV")
print(f"rms from eigenvector: {size_c:.2f} angstrom")
print(f"rms from shift: {size_c_shift:.2f} angstrom")
print(f"sigma, grid: {sigma_c:.3e} eV/T^2")
print(f"sigma, equal masses 0.32: {sigma_eq:.3e} eV/T^2")
print(f"strong field: {b_strong:.0f} T")
print(f"shift in strong field: {shift_strong:.3e} eV")
print(f"quadratic law there: {quadratic_strong:.3e} eV")
print(f"ratio of the two: {shift_strong / quadratic_strong:.4f}")
print("RYTOVA-KELDYSH EXCITON")
print(f"screening length: {length_k:.0f} angstrom")
print(f"dielectric constant: {kappa_k:.1f}")
print(f"binding energy, grid: {-e_k0 * HARTREE_EV:.4f} eV")
print(f"sigma, grid: {sigma_k:.3e} eV/T^2")
print(f"rms from eigenvector: {size_k:.2f} angstrom")
print(f"rms from shift: {size_k_shift:.2f} angstrom")
print("done: every assertion held")
```

Printed output:

```
INPUT AND MAIN RESULT
diamagnetic coefficient: 3.20e-07 eV/T^2
reduced mass: 0.16 electron masses
one hartree: 27.2114 eV
one bohr: 0.529177 angstrom
atomic unit of field: 2.35052e+05 T
sigma in atomic units: 649.72
mean square separation: 831.6 bohr^2
rms separation: 15.26 angstrom
rms separation, converted: 1.53 nm
rms from SI formula: 15.26 angstrom
rms, lower rounding limit: 14.90 angstrom
rms, upper rounding limit: 15.62 angstrom
two-body separation, worst residual: 3.6e-16
GRID
points per side: 120
half width: 90 angstrom
spacing: 1.50 angstrom
electron, hole mass: 0.24, 0.48 electron masses
weak field: 10 T
COULOMB EXCITON OF THE INFERRED SIZE
<r^2>/a^2 for exp(-r/a): 1.5000
decay length a: 12.46 angstrom
dielectric constant: 7.535
binding energy, formula: 0.1534 eV
binding energy, grid: 0.1518 eV
rms from eigenvector: 15.36 angstrom
rms from shift: 15.34 angstrom
sigma, grid: 3.233e-07 eV/T^2
sigma, equal masses 0.32: 3.233e-07 eV/T^2
strong field: 60 T
shift in strong field: 1.146e-03 eV
quadratic law there: 1.164e-03 eV
ratio of the two: 0.9849
RYTOVA-KELDYSH EXCITON
screening length: 40 angstrom
dielectric constant: 2.0
binding energy, grid: 0.3176 eV
sigma, grid: 3.099e-07 eV/T^2
rms from eigenvector: 15.04 angstrom
rms from shift: 15.02 angstrom
done: every assertion held
```
